# Why hot silicon blocks infrared light that cold silicon transmits

**Q:** I put a lightly doped silicon wafer in a rapid annealer and look through it at a wavelength of 4 µm. Cold, it transmits. Near 700 C it is opaque. The photon energy has not changed, so what has begun to absorb?

**A:** First exclude the obvious candidate. A 4 µm photon carries 0.310 eV. The silicon gap, in the parametrization used here, is

$$E_g(T)=1.17\ \mathrm{eV}-\frac{(4.73\times10^{-4}\ \mathrm{eV/K})\,T^2}{T+636\ \mathrm K},$$

which gives 1.125 eV at 300 K and 0.892 eV at 973 K (700 C). The gap shrinks, but the photon remains far too weak to lift an electron across it. What can absorb such a photon is an electron already in the conduction band, or a hole already in the valence band, moving to a higher energy within its own band (transitions into a neighbouring conduction or valence band also occur, but only the first kind is modelled here). This is free-carrier absorption. Its strength depends on how many carriers there are and on how well each one absorbs. Let us take the two in turn.

I leave out absorption by lattice vibrations. With a representative phonon energy of 60 meV, a 0.310 eV photon would have to create about five phonons at once.

**Q:** Then how many carriers are there? I have $10^{15}$ donors per cm³, and heating does not add donors.

**A:** Heating adds electron–hole pairs. For parabolic bands whose edges are well separated from the chemical potential $\mu_c$, Fermi occupation reduces to a Boltzmann factor. Measure energy $E$ from the conduction edge $E_c$. The density of states, with spin, is $(2m/\hbar^2)^{3/2}\sqrt E/(2\pi^2)$, so

$$n=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}e^{-(E_c-\mu_c)/kT}\int_0^\infty\!\sqrt E\,e^{-E/kT}dE .$$

The integral is $\frac{\sqrt\pi}{2}(kT)^{3/2}$. Hence

$$n=N_c\,e^{-(E_c-\mu_c)/kT},\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Holes obey $p=N_v e^{-(\mu_c-E_v)/kT}$ in the same way. The mass here is the density-of-states mass: 1.061 electron masses for electrons, which includes all six valleys, and 1.00 for holes. In the product the chemical potential cancels:

$$np=N_cN_ve^{-E_g/kT}\equiv n_i^2 .$$

With all donors (density $N$) ionized, neutrality requires $n=p+N$. Substituting $p=n_i^2/n$ and multiplying by $n$ gives $n^2-Nn-n_i^2=0$, whose positive root is

$$n=\frac N2+\sqrt{\frac{N^2}{4}+n_i^2}.$$

Since $p=n-N$, the total is $n+p=\sqrt{N^2+4n_i^2}$. When $n_i\ll N$ it is the dopant density; when $n_i\gg N$ it is $2n_i$ and the doping is forgotten.

At 300 K, $n_i=9.4\times10^9$ cm⁻³, so the donors decide everything. At 973 K, $N_c=1.60\times10^{20}$ and $N_v=1.47\times10^{20}$ cm⁻³, while $kT=0.0839$ eV, so

$$n_i=\sqrt{1.60\times1.47}\times10^{20}\,e^{-0.892/(2\times0.0839)}\ \mathrm{cm^{-3}}\approx7.5\times10^{17}\ \mathrm{cm^{-3}} .$$

There are then $1.5\times10^{18}$ carriers per cm³, counting both kinds: about 1500 times the cold number. Numerical integration with full Fermi–Dirac occupation at 300, 573 and 973 K gave electron densities within 1% of this formula. At 973 K the formula is high by 0.17%, so degeneracy is unimportant here. The band shape matters more: the masses are held constant and the bands parabolic, and a conduction-band nonparabolicity of 0.5 eV⁻¹ alone would raise $N_c$ by 16% and $n_i$ by 8% at 973 K.

**Q:** Is the rise so steep because the gap is shrinking?

**A:** Shrinkage raises the number, but the slope needs care. With $\beta=1/kT$,

$$\ln n_i=\text{const}+\tfrac32\ln T-\tfrac12\beta E_g(T).$$

Because $dT/d\beta=-kT^2$, the first variable term contributes $\frac32(-kT^2)/T=-\frac32kT$. The second contributes $-\frac12[E_g+\beta E_g'(-kT^2)]=-\frac12(E_g-TE_g')$, where $E_g'=dE_g/dT$. Thus

$$E_a\equiv-\frac{d\ln n_i}{d\beta}=\frac{E_g-TE_g'}{2}+\frac{3kT}{2}.$$

Since $E_g'$ is negative, the slope contains a gap larger than the actual one: the tangent to $E_g(T)$ extrapolated to zero temperature. At 973 K, $E_a=0.766$ eV. A numerical derivative of the Fermi–Dirac densities agrees within 1%.

A small rise $\Delta T$ lowers $\beta$ by $\Delta T/(kT^2)$, so at the slope found at 973 K the doubling interval is

$$\Delta T\approx\frac{kT^2\ln2}{E_a}
=\frac{0.0839\times973\times0.693}{0.766}\ \mathrm K\approx74\ \mathrm K .$$

This is a local rate: the actual doubling on heating from 973 K takes 79 K, and halving on cooling takes 69 K. As for the number itself, keeping the gap at 1.125 eV at 973 K would reduce $n_i$ by $\exp[(1.125-0.892)/(2\times0.0839)]\approx4$. Shrinkage helps, but most of the increase comes from thermal excitation across whatever gap there is.

**Q:** Suppose I accept the carriers. A free electron shaken by a light wave should give back in one part of the cycle what it took in another. Why does it absorb at all?

**A:** Without collisions it would not absorb steadily. A collision interrupts the oscillation before the energy has been returned. Take a field $E_0\cos\omega t$ and an electron of conduction mass $m$ that leaves a collision at field phase $\phi$. After a free flight of duration $s$ its velocity along the field has changed by

$$\Delta v=-\frac{eE_0}{m\omega}\left[\sin(\phi+\omega s)-\sin\phi\right].$$

The energy gain is $mv_0\Delta v+\frac12m(\Delta v)^2$. If collisions randomize direction, the initial velocity $v_0$ averages to zero and the first term drops out. Averaged over $\phi$, each squared sine gives $\frac12$ and the cross term gives $-\cos\omega s$, so the bracket squared averages to $1-\cos\omega s$. The mean gain for a flight of duration $s$ is

$$\frac{e^2E_0^2}{2m\omega^2}(1-\cos\omega s).$$

For collisions at random with mean time $\tau$, flight durations have probability density $e^{-s/\tau}/\tau$. The average of $\cos\omega s$ is then $1/(1+\omega^2\tau^2)$, and one minus this is $\omega^2\tau^2/(1+\omega^2\tau^2)$. Dividing the mean gain per flight by $\tau$ gives the power absorbed by one carrier:

$$P=\frac{e^2E_0^2}{2m}\,\frac{\tau}{1+\omega^2\tau^2}.$$

In a steady state this energy passes to the lattice. Direct averaging over phases and flight durations at $\omega\tau=0.5$, 3.35 and 5.75 reproduced the result to one part in a million.

There are two limits. For $\omega\tau\ll1$, $P\propto\tau$: collisions hinder the motion, as in a resistor at low frequency. For $\omega\tau\gg1$, $P\propto1/\tau$: the carrier oscillates many times between collisions, and each collision is an opportunity to absorb. Your cold wafer is deep in this second limit. The hot one is only moderately on the same side: $\omega\tau$ is 5.75 for electrons and 3.35 for holes, so a carrier completes roughly half a cycle to one cycle per collision time. Since $\omega^2\tau^2$ is still well above 1, more frequent collisions still increase the absorption.

**Q:** How do I turn that into an absorption coefficient?

**A:** Divide the power absorbed per volume by the intensity. Summing over electrons and holes, with densities $n_j$, the absorbed power is $\sum_jn_jP_j=\frac12\sigma_1E_0^2$, where

$$\sigma_1=\sum_j\frac{n_je^2\tau_j}{m_j(1+\omega^2\tau_j^2)} .$$

The intensity in a medium of refractive index $n_r$ is $\frac12n_rc\varepsilon_0E_0^2$. The factor $\frac12E_0^2$ cancels, leaving

$$\alpha=\frac{\sigma_1}{n_rc\varepsilon_0}.$$

This assumes weak absorption per wavelength and an index barely altered by the carriers. At 973 K it is 0.29% below the value from the full complex index.

The collision time comes from the mobility, $\mu=e\tau/m$. I take 1400 cm²/Vs for electrons and 450 cm²/Vs for holes at 300 K, falling as $T^{-2.4}$ and $T^{-2.2}$. The conduction masses are 0.258 and 0.37 electron masses; the first averages the inverse mass over the anisotropic valleys. At 973 K the mobilities are 83.1 and 33.8 cm²/Vs, the collision times 12.2 and 7.1 fs, and $\omega\tau$ is 5.75 and 3.35.

For the hot electrons, $ne^2\tau/m=ne\mu$, so

$$\sigma_{1,e}=\frac{(7.53\times10^{23})(1.602\times10^{-19})(8.31\times10^{-3})}{1+5.75^2}\approx29.4\ \mathrm{S/m}.$$

With $n_r=3.42$, $n_rc\varepsilon_0=9.08\times10^{-3}$ S, and $\alpha_e\approx32$ cm⁻¹. Holes add 37 cm⁻¹, for a total of 69 cm⁻¹. At 300 K the total is 0.0026 cm⁻¹.

**Q:** My detector sees transmission, not $\alpha$. When does the wafer count as opaque?

**A:** What matters is the optical depth $\alpha d$. Your wafer has $d=775$ µm, so $\alpha d=2.0\times10^{-4}$ cold and $69.2\times0.0775\approx5.4$ at 973 K.

Now include the polished faces. Each reflects a fraction $R=[(n_r-1)/(n_r+1)]^2=0.300$ at normal incidence. Let $a=e^{-\alpha d}$ be the fraction surviving one pass. Light transmitted directly has crossed two faces and the bulk: $(1-R)^2a$. Each extra round trip multiplies this by $R^2a^2$. If interference is averaged out, intensities add:

$$\mathcal T=(1-R)^2a\sum_{j=0}^\infty(R^2a^2)^j=\frac{(1-R)^2a}{1-R^2a^2}.$$

For the absorbed fraction, $1-R$ enters, each pass absorbs a fraction $1-a$ of what starts it, and a fraction $Ra$ starts the next pass:

$$\mathcal A=(1-R)(1-a)\sum_{j=0}^\infty(Ra)^j=\frac{(1-R)(1-a)}{1-Ra}.$$

For a wafer at uniform temperature, Kirchhoff's law makes $\mathcal A$ the emissivity at the same wavelength and direction. Coherent field calculations at $\alpha d=0.1$, 1 and 4, averaged over half an internal wavelength of thickness, agree with both formulas: within 0.5% of the transmission, and within 0.005 in absorptance.

Cold, $a\approx1$ and $\mathcal T\approx(1-R)/(1+R)=0.54$. The missing 46% is reflected, not absorbed. At 973 K, $\mathcal T\approx0.0023$ and the emissivity is 0.70. The wafer is opaque but not black: even for infinite $\alpha d$, absorptance stops at $1-R$.

There is no threshold at 700 C. In this model $\alpha d$ reaches 1 near 570 C, and transmission falls to 1% near 670 C. The change looks abrupt because a roughly exponential rise in carriers sits inside another exponential, $e^{-\alpha d}$.

**Q:** You changed two things at once: carrier number and collision rate. Which one closes the window?

**A:** Change one while holding the other fixed. Keep only the $10^{15}$ cm⁻³ donor electrons, but give them their 973 K collision time. Then $\alpha d=0.0033$, and the wafer remains transparent. Faster collisions alone cannot do it.

Next use the 973 K carrier densities with 300 K collision times. Now $\alpha d=0.39$, about 1900 times the cold value, but transmission would still be about 0.35. Restoring the hot collision times multiplies $\alpha d$ by another 14, to 5.4. Thermal carriers are indispensable and supply the larger factor; within the Drude model, faster scattering completes the change.

The factor 1900 exceeds the 1500-fold increase in carrier number because half of the hot carriers are holes, which absorb more strongly per carrier with these parameters.

**Q:** The photon energy is several times $kT$. Can a classical collision time taken from a dc mobility describe that?

**A:** It needs checking, especially cold, where $x=\hbar\omega/kT$ is about 12. At 973 K it is about 3.7. Consider a carrier that absorbs a photon while scattering.

In the field, the carrier oscillates with amplitude $a_0=eE_0/(m\omega^2)$. Seen from the oscillating carrier, a scattering potential with wavevector $\mathbf q$ acquires a factor $1+i\mathbf q\cdot\mathbf a_0\cos\omega t$ to first order, up to an irrelevant sign. Half of the cosine corresponds to photon absorption, so the golden-rule rate is the ordinary scattering rate times $(\mathbf q\cdot\mathbf a_0)^2/4$.

Here $\mathbf q=\mathbf k'-\mathbf k$. For scattering that randomizes direction, the cross term $\mathbf k\cdot\mathbf k'$ averages to zero, and

$$\langle(\mathbf q\cdot\mathbf a_0)^2\rangle=\frac{a_0^2(k^2+k'^2)}3=\frac{2ma_0^2(E+E')}{3\hbar^2}.$$

Stimulated emission is the reverse process. In thermal equilibrium its initial states are less populated by $e^{-x}$, so net absorption carries the factor $1-e^{-x}$. With $w$ the ordinary scattering rate evaluated at the final energy $E'$, the power per carrier is

$$P=\hbar\omega(1-e^{-x})\frac{a_0^2}{4}\frac{2m}{3\hbar^2}\langle(E+E')w\rangle
=\frac{e^2E_0^2}{2m\omega^2}\,\frac{1-e^{-x}}{3\hbar\omega}\langle(E+E')w\rangle .$$

For $\omega\tau\gg1$ the Drude power is $e^2E_0^2/(2m\omega^2\tau)$. Comparison identifies the effective collision rate at optical frequency:

$$\nu_{\rm opt}=\frac{1-e^{-x}}{3x}\langle(u+u')w\rangle,\qquad u=\frac E{kT},\quad u'=\frac{E'}{kT}.$$

The ratio of the absorption in this quantum estimate to the large-$\omega\tau$ Drude value is $\nu_{\rm opt}\tau_{\rm dc}$, where $\tau_{\rm dc}=\langle u/\nu(u)\rangle/\langle u\rangle$ is the time that enters the mobility and $\nu(u)$ is the scattering rate without light.

For acoustic phonons, treated as elastic, $w\propto\sqrt{u'}$ with $u'=u+x$. For optical phonons of 60 meV, a carrier can absorb a phonon, with weight $N_0=1/(e^{60\,\mathrm{meV}/kT}-1)$, or emit one, with weight $N_0+1$. The final energy shifts accordingly. In the small-$x$ limit the optical-phonon expression recovered the classical rate $\langle u\nu\rangle/\langle u\rangle$ within 0.5%.

At 973 K the ratios are 1.04 for acoustic and 1.24 for optical phonons. Measured against the Drude value at the actual $\omega\tau$ of 5.75 and 3.35 they are 3% and 9% higher, and a nonparabolicity of 0.5 eV⁻¹ lowers them to 0.79 and 0.94. Within these estimates Drude is therefore reasonable there to a few tens of percent. The picture of separate collisions is itself marginal at this temperature: $\hbar/\tau$ is 54 meV for electrons and 93 meV for holes, comparable to $kT=84$ meV and to the phonon energy. At 300 K the two ratios are 1.16 and 4.55 (1.02 and 3.86 with the same nonparabolicity). The large value has two sources in this model. At 300 K the mean carrier energy is $\frac32kT\approx39$ meV, so most carriers lack the energy to emit a 60 meV phonon, and the dc collision rate is low. The dc time $\langle u/\nu\rangle/\langle u\rangle$ is set mainly by these slow carriers, while the classical optical rate $\langle u\nu\rangle/\langle u\rangle$ is set mainly by the fast ones that can emit, so the ratio is already 2.4 as $x\to0$. The 310 meV photon, which lets every carrier emit, supplies the remaining factor of 1.9.

This changes the division of credit. If the 4.55 is applied to the case of hot carriers with cold collisions, $\alpha d$ rises from 0.39 to 1.8. More of the opacity then belongs to carrier number and less to faster scattering. With the coupling to phonons held fixed, $\nu_{\rm opt}$ grows from 300 to 973 K by only 5.3 for acoustic and 4.5 for optical phonons, not by 14. For acoustic phonons this is mainly because their dc rate itself grows by only 5.8; for optical phonons the dc rate grows by 17, and the difference is the fall of the ratio from 4.55 to 1.24. The cold wafer remains transparent: 4.55 times $2.0\times10^{-4}$ is still below $10^{-3}$. The two phonon models are single-mechanism estimates, not bounds.

**Q:** Would I see the same temperature at another wavelength, or with another wafer?

**A:** Not generally. For $\omega\tau\gg1$, put $\omega=2\pi c/\lambda$ into the Drude result:

$$\alpha\approx\frac{e^2\lambda^2}{4\pi^2c^3\varepsilon_0n_r}\sum_j\frac{n_j}{m_j\tau_j}.$$

Longer waves are absorbed more strongly. From 2 to 4 µm at 973 K the calculated factor is 3.83, not 4, because $\omega\tau$ is finite. At 2 µm the same wafer has $\alpha d=1.4$ at 700 C and reaches $\alpha d=1$ only near 670 C. These are Drude-model numbers. Published fits to measured absorption in hot silicon vary more nearly as $\lambda^{1.5}$, a factor near 2.8 from 2 to 4 µm, and put $\alpha d=1$ at 2 µm near 570 C. A thinner wafer also needs a higher temperature, since $d$ multiplies $\alpha$.

Light doping matters little once the wafer is intrinsic: raising the donors tenfold, to $10^{16}$ cm⁻³, changes $\alpha d$ at 973 K by less than 1%. Heavy doping is different, because the carriers are there from the start.

Close to the band edge the explanation itself changes. The gap wavelength moves from 1.10 µm at 300 K to 1.39 µm at 973 K. Light at 1.3 µm is below the gap when cold but above it when hot, so interband absorption must then be included. The gap is indirect, so absorption helped by a 60 meV phonon already starts near 1.49 µm at 973 K.

**Q:** How close is this to the wafer in my annealer?

**A:** The thickness is that of a standard 300 mm wafer, and the doping corresponds to a few ohm cm. The masses, gap and room-temperature mobilities are rough typical values. Real lightly doped wafers do become opaque in the infrared at roughly 600 to 700 C, so the estimate finds the right range, but it errs low: published fits to measured absorption at 4 µm lie above this model by a factor falling from about 3.6 at 400 C to 2.4 at 700 C, and put $\alpha d=1$ near 500 C rather than 570 C. One weak input is the mobility, extrapolated by a power law to 973 K; a mix of acoustic and optical scattering with a similar exponent at 300 K gives 110 to 140 cm²/Vs for electrons instead of 83. That would lower $\alpha d$ at 973 K from 5.4 to between 4.8 and 4.4, so it widens the shortfall rather than explaining it. Halving the absorption at every temperature moves the $\alpha d=1$ point from 844 to 893 K; doubling it moves the point to 799 K. Uncertainty of a factor of two therefore costs about 50 K.

Two other corrections that I estimated are smaller. A Debye screening estimate lowers the hot gap by about 0.02 eV and raises the carrier density by 13%. If the hot index is 3.55 rather than 3.42, emissivity falls from 0.70 to 0.68. I have not sized transitions between valence bands or between conduction bands, which add absorption at these wavelengths, or carrier–carrier scattering. Surface films and roughness can change the emissivity even when the bulk is opaque, and lamp light can add carriers beyond the equilibrium number.

For your pyrometer the consequence is direct. At 4 µm the model emissivity is 0.05 at 400 C, 0.25 at 500 C, 0.59 at 600 C and 0.70 at 700 C. The values below 700 C show the trend and are not calibration data; the measured absorption gives nearer 0.15, 0.5 and 0.69 at 400, 500 and 600 C. A reading that assumes 0.70 throughout would be wrong on the way up, and light from behind the wafer would leak through as well. Above about 700 C, for this wavelength and thickness, both problems largely disappear for a bare polished wafer. The 30% reflection at the front face does not: stray lamp light at 4 µm with one tenth of the radiance of a 2500 K black body, reflected into the pyrometer, would raise the reading at 700 C by about 120 K. The numerical output below gives the intermediate values.

## Table of computed values

```
donors 1.0e+15 cm^-3; thickness 775 um
wavelength 4.0 um; photon 0.310 eV
refractive index 3.42; reflectance 0.300
electron masses: cond 0.258, DOS 1.061 m_e
hole masses: cond 0.37, DOS 1.00 m_e
gap parameters: 1.17 eV, 4.73e-04 eV/K, 636 K
mobility exponents: electrons 2.4, holes 2.2
--- T = 300.00 K = 26.85 C
kT 0.0259 eV; gap 1.125 eV
gap wavelength 1.10 um
N_c 2.74e+19 cm^-3
N_v 2.51e+19 cm^-3
n, p, n_i: 1.00e+15, 8.85e+04, 9.41e+09 cm^-3
mobility e, h: 1400.0, 450.0 cm2/Vs
tau e, h: 205.62, 94.67 fs
omega*tau e, h: 96.83, 44.58
alpha e, h: 2.635e-03, 3.534e-13 cm^-1
total alpha 2.635e-03 cm^-1
light/Drude ratio: acoustic 1.16, optical 4.55
--- T = 973.15 K = 700.00 C
kT 0.0839 eV; gap 0.892 eV
gap wavelength 1.39 um
N_c 1.60e+20 cm^-3
N_v 1.47e+20 cm^-3
n, p, n_i: 7.53e+17, 7.52e+17, 7.53e+17 cm^-3
mobility e, h: 83.1, 33.8 cm2/Vs
tau e, h: 12.20, 7.11 fs
omega*tau e, h: 5.75, 3.35
alpha e, h: 3.247e+01, 3.676e+01 cm^-1
total alpha 6.923e+01 cm^-1
light/Drude ratio: acoustic 1.04, optical 1.24
T (K) | n+p (cm^-3) | alpha*d | transmission | emissivity
300.00 | 1.00e+15 | 2.04e-04 | 5.39e-01 | 2.04e-04
573.15 | 3.79e+15 | 4.08e-03 | 5.36e-01 | 4.07e-03
673.15 | 3.02e+16 | 4.83e-02 | 5.09e-01 | 4.62e-02
773.15 | 1.50e+17 | 3.28e-01 | 3.70e-01 | 2.50e-01
873.15 | 5.36e+17 | 1.52e+00 | 1.07e-01 | 5.86e-01
973.15 | 1.51e+18 | 5.37e+00 | 2.29e-03 | 6.98e-01
1073.15 | 3.56e+18 | 1.54e+01 | 1.02e-07 | 7.00e-01
total carrier ratio hot/cold 1506
total absorption ratio hot/cold 26272
hot activation energy 0.766 eV; doubling 73.9 K
alpha*d, hot collisions, dopant carriers only 3.34e-03
alpha*d, hot carriers, 300 K collisions 0.387
same times cold optical ratio 1.76
T at alpha*d=1: 843.6 K = 570.5 C
T at 1% transmission: 945.9 K = 672.7 C
T at alpha*d=1, absorption halved 893.3 K
T at alpha*d=1, absorption doubled 798.5 K
at 2 um: hot alpha*d 1.40, T at 1 944.9 K
hot absorption ratio 4 um / 2 um 3.83
Boltzmann density error, hot 0.17 %
weak-absorption error -0.29 %
screening gap drop 0.0205 eV; carriers x 1.13
hot index estimate 3.55; emissivity 0.683
optical phonon energy used 60 meV
```
